# Thermal ripples, hidden area and the apparent stiffness of a tensioned monolayer

Suppose that a suspended monolayer is pulled outward and its projected area is recorded against the tension. If the stretching stiffness of the lattice is read directly from the slope of that record, the answer comes out too small. Part of the added projected area is not stretched bond length: it was already present, folded into thermal ripples, and the tension has merely flattened it. For a graphene-like sheet at 300 K and a tension of 1 N/m, the harmonic theory below gives an apparent area modulus of 178 N/m where the lattice has 205 N/m. The error depends on tension, so no single correction factor removes it.

Consider a flat, isotropic, defect-free sheet with bending rigidity \(\kappa\), two-dimensional Young modulus \(Y\) and Poisson ratio \(\nu\). Its reference area is \(A\), the area when flat and unstressed. A frame applies an isotropic tension \(\sigma>0\), a force per length, and \(e\) is the resulting fractional change of projected area. The height \(h(\mathbf r)\) has small slopes, and the ripples are at first treated classically. Periodic edges remove clamping effects.

The true area per unit projected area is the mean of \(\sqrt{1+|\nabla h|^2}\). Its expansion begins with \(1+\tfrac12|\nabla h|^2\), so the hidden area fraction is

\[
\alpha=\tfrac12\langle|\nabla h|^2\rangle .
\]

The next terms of the root are \(-\tfrac18|\nabla h|^4+\tfrac1{16}|\nabla h|^6\). For isotropic Gaussian slopes, \(|\nabla h|^2\) has an exponential distribution with mean \(2\alpha\), so \(\langle|\nabla h|^{2n}\rangle=n!\,(2\alpha)^n\). The two terms are then \(-\alpha^2\) and \(+3\alpha^3\), which are small when \(\alpha\ll1\).

To see how the applied tension enters the ripple energy, write the in-plane strain as

\[
u_{ij}=e_{ij}+\tfrac12(\partial_iu_j+\partial_ju_i)+\tfrac12\partial_ih\,\partial_jh ,
\]

where \(e_{ij}\) is the uniform strain of the frame, with trace \(e\), and \(u_i\) is a periodic displacement. The elastic energy density is \(\tfrac12\lambda u_{kk}^2+\mu u_{ij}u_{ij}\), with Lamé constants \(\lambda,\mu\). Splitting \(u_{ij}\) into its trace and its traceless part \(\tilde u_{ij}\) turns this into \(\tfrac12Bu_{kk}^2+\mu\tilde u_{ij}\tilde u_{ij}\), where

\[
B=\lambda+\mu=\frac{Y}{2(1-\nu)}
\]

is the area modulus. The periodic displacement averages to zero strain, so the sheet average of the trace is

\[
w=e+\tfrac12\overline{|\nabla h|^2},
\]

where the bar is an average over the sheet. The frame does work \(\sigma Ae\). The part of the energy per area that contains \(w\), together with this work, is

\[
\tfrac12Bw^2-\sigma e=\tfrac12Bw^2-\sigma w+\tfrac12\sigma\,\overline{|\nabla h|^2}.
\]

At fixed \(h\), integrating over \(e\) is the same as integrating over \(w\). The integral is Gaussian and gives \(\langle w\rangle=\sigma/B\), whatever \(h\) is. The uniform shear strain is also free under isotropic tension, and integrating over it leaves no dependence on \(h\). What remains is a slope energy whose coefficient is the applied tension \(\sigma\). Taking the thermal average of the definition of \(w\) gives the strain law

\[
e=\frac{\sigma}{B}-\alpha(\sigma).
\]

The non-uniform strains add an energy of fourth order in \(h\). It is dropped in the harmonic theory and restored later to find where that theory ends.

With \(h=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\), the harmonic energy is

\[
E=\frac A2\sum_{\mathbf q}(\kappa q^4+\sigma q^2)|h_{\mathbf q}|^2 .
\]

Since \(h\) is real, \(\mathbf q\) and \(-\mathbf q\) share one complex amplitude, and together they contribute \(A(\kappa q^4+\sigma q^2)\) times the sum of the squares of its real and imaginary parts. Each square carries a mean energy \(kT/2\), so

\[
\langle|h_{\mathbf q}|^2\rangle=\frac{kT}{A(\kappa q^4+\sigma q^2)} .
\]

A single corrugation \(a\cos qx\) tests this reasoning with no part of the energy dropped, because the non-uniform strain of such a one-directional wave relaxes completely. The predicted strain is \(\sigma/B-kT/[2A(\kappa q^2+\sigma)]\). In round units with \(A=50\), \(B=20\), \(\sigma=0.5\) and \(\kappa=q=kT=1\), this is \(0.025-1/150=0.018333\). Direct integration of the Boltzmann weight over both \(e\) and \(a\) also gives 0.018333.

Each mode contributes \(\tfrac12q^2\langle|h_{\mathbf q}|^2\rangle\) to the hidden area. For a large sheet the sum over modes becomes \(A\int q\,dq/(2\pi)\), and

\[
\alpha=\frac{kT}{4\pi}\int_0^{q_m}\frac{q\,dq}{\kappa q^2+\sigma}
=\frac{kT}{8\pi\kappa}\ln\!\left(1+\frac{\kappa q_m^2}{\sigma}\right).
\]

The integral follows from \(d(\kappa q^2+\sigma)=2\kappa q\,dq\). The cutoff \(q_m\) is set by allowing one flexural mode per atom: \(q_m^2/4\pi\) equals the number of atoms per area. Setting the lower limit to zero requires \(\sigma\gg\kappa(2\pi/L)^2\) for a sheet of side \(L\).

The logarithm has a direct reading. Waves with \(q\ll\sqrt{\sigma/\kappa}\) are held down by tension, and those with \(q\gg\sqrt{\sigma/\kappa}\) by bending. In the bending range each equal interval of \(\ln q\) holds the same hidden area. Raising the tension moves the lower edge of that range upward. When \(\sigma\ll\kappa q_m^2\), the area released between two tensions is free of the cutoff:

\[
\alpha(\sigma_1)-\alpha(\sigma_2)=\frac{kT}{8\pi\kappa}\ln\frac{\sigma_2}{\sigma_1}.
\]

Differentiating the strain law gives the tangent compliance,

\[
\frac{de}{d\sigma}=\frac1B+\frac{kT}{8\pi\kappa}\left[\frac1\sigma-\frac1{\kappa q_m^2+\sigma}\right].
\]

The bracket is positive, so within the harmonic theory ripples lower the stiffness. For \(\sigma\ll\kappa q_m^2\) its second term is negligible, and \(B_{\rm app}=d\sigma/de\) becomes

\[
\frac1{B_{\rm app}}=\frac1B+\frac{kT}{8\pi\kappa\sigma},\qquad
B_{\rm app}=\frac{B}{1+\sigma^*/\sigma},\qquad
\sigma^*=\frac{BkT}{8\pi\kappa}.
\]

The lattice and the ripples act as two springs in series. The ripple spring has stiffness \(8\pi\kappa\sigma/kT\); it is entropic, and it stiffens as it is pulled.

The wavelengths responsible can be found by differentiating under the integral, which gives the ripple compliance as \((kT/4\pi)\int q\,dq/(\kappa q^2+\sigma)^2\). With the cutoff sent to infinity, the share from wavenumbers below \(Q\) is \(\kappa Q^2/(\kappa Q^2+\sigma)\). Half therefore comes from below \(Q=\sqrt{\sigma/\kappa}\).

A small sheet changes the low-tension limit. If the lowest wavenumber is \(q_0\), cutting the integral there turns the first term in the bracket into \(1/(\kappa q_0^2+\sigma)\). For \(\sigma\ll\kappa q_0^2\) the compliance then saturates and the logarithm disappears, because no wave is long enough for the tension to control it. The integral gives only the order of magnitude of the saturated value: for a periodic square with \(q_0=2\pi/L\) the discrete sum is about 1.9 times larger. The harmonic value also holds only for very small sheets. The first anharmonic correction to it grows as \(L^2\), and for the graphene values used below it is already about one half at \(L=3\) nm.

In a large sheet, the formula suggests \(B_{\rm app}\to8\pi\kappa\sigma/kT\) when \(\sigma\ll\sigma^*\). Whether this can be believed depends on the non-uniform stretching energy dropped above. Write \(a_{ij}=\tfrac12\partial_ih\,\partial_jh\) and take its Fourier component at \(\mathbf p\ne0\), with axes L along \(\mathbf p\) and T across it. The displacement can adjust the strains \(u_{LL}\) and \(u_{LT}\) freely, but it cannot alter \(u_{TT}=a_{TT}\). The minimum has \(u_{LT}=0\) and \((\lambda+2\mu)u_{LL}=-\lambda a_{TT}\). Inserting these leaves the energy density

\[
\frac12\left[\lambda+2\mu-\frac{\lambda^2}{\lambda+2\mu}\right]|a_{TT}|^2
=\frac12\,\frac{4\mu(\lambda+\mu)}{\lambda+2\mu}\,|a_{TT}|^2=\frac Y2|a_{TT}|^2 .
\]

Thermal fluctuations of the displacement about this minimum add only a constant independent of \(h\).

The component is \(a_{TT}(\mathbf p)=\tfrac12\sum_{\mathbf k}k_T^2h_{\mathbf k}h_{\mathbf p-\mathbf k}\), since the transverse parts of \(\mathbf k\) and \(\mathbf p-\mathbf k\) are opposite. In the Gaussian mean of its square there are two equal pairings, which supply a factor 2. With \(\mathbf q=\mathbf p-\mathbf k\), so that \(k_T^2=(\mathbf q\times\mathbf k)^2/|\mathbf q+\mathbf k|^2\), the mean energy density is

\[
f_4=\frac Y4\!\int\!\!\frac{d^2q\,d^2k}{(2\pi)^4}\,
\frac{(\mathbf q\times\mathbf k)^4}{|\mathbf q+\mathbf k|^4}\,
\frac{(kT)^2}{(\kappa q^4+\sigma q^2)(\kappa k^4+\sigma k^2)} .
\]

The angular average can be done in closed form. Take \(k>q\), let \(r=q/k\), and let \(\phi\) be the angle between the vectors. The average needed is \(q^4\) times that of \((\sin\phi\,G)^2\), where

\[
G=\frac{\sin\phi}{1+r^2+2r\cos\phi}=\sum_{n\ge1}(-r)^{n-1}\sin n\phi .
\]

The series comes from the imaginary part of the geometric series for \(1/(1+re^{i\phi})\). Multiplying by \(\sin\phi\) gives a cosine series with coefficients \(\tfrac12\), \(-\tfrac r2\), and \(-\tfrac12(1-r^2)(-r)^{m-2}\) for \(m\ge2\). Its mean square is

\[
\frac14+\frac{r^2}8+\frac{(1-r^2)^2}8\sum_{j\ge0}r^{2j}
=\frac14+\frac{r^2}8+\frac{1-r^2}8=\frac38 .
\]

By symmetry the full angular average is \(\tfrac38\min(q,k)^4\). With \(s=\sigma/\kappa\), and a factor 2 for the two orderings of \(q\) and \(k\),

\[
f_4=\frac{Y(kT)^2}{4\kappa^2}\,\frac3{16\pi^2}
\int_0^{q_m}\!\frac{dk}{k(k^2+s)}\int_0^k\!\frac{q^3dq}{q^2+s}.
\]

For \(k\gg\sqrt s\) the inner integral tends to \(k^2/2\), and the outer integrand to \(1/(2k)\). For \(k\ll\sqrt s\) the outer integrand vanishes as \(k^3\). The double integral depends only on \(q_m/\sqrt s\), so for large values of that ratio it is \(\tfrac12\ln(q_m/\sqrt s)\) plus a pure number. Since \(\ln(1/\sqrt s)\) contains \(-\tfrac12\ln\sigma\),

\[
f_4=\text{const}-c\ln\sigma,\qquad c=\frac{3Y(kT)^2}{256\pi^2\kappa^2}.
\]

Two numerical tests support this result. In the first, the in-plane elastic equations were solved for 400 random surfaces on a square of side \(2\pi\), with \(\kappa=1\), \(\sigma=25\), \(kT=0.2\), \(\lambda=0.6\), \(\mu=1\) and wavenumbers up to 15. The mean stretching energy was 0.994 of the mode sum corresponding to \(f_4\). In the second, that sum was evaluated with wavenumbers up to 250 at \(\sigma=16\), 32 and 64. Its fall at each doubling of tension was 0.990 of \(c\ln2\).

The ripple free energy \(F\) satisfies \(\partial F/\partial\sigma=A\alpha\), because \(\sigma\) multiplies \(\tfrac12\int|\nabla h|^2\) in the energy. To first order \(F\) changes by \(Af_4\), so \(\alpha\) changes by \(\partial f_4/\partial\sigma=-c/\sigma\). The ripple compliance \(-d\alpha/d\sigma\) changes by \(-c/\sigma^2\). Relative to its harmonic value \(kT/(8\pi\kappa\sigma)\), it is multiplied by \(1-\chi\), where

\[
\chi=\frac{8\pi\kappa c}{kT\sigma}=\frac{3kTY}{32\pi\kappa\sigma}
=\frac32(1-\nu)\frac{\sigma^*}{\sigma}.
\]

The last form uses \(Y=2(1-\nu)B\). The same ratio \(\sigma^*/\sigma\) thus measures both the softening and the failure of the harmonic calculation. The law \(B_{\rm app}=B/(1+\sigma^*/\sigma)\) is controlled while the softening is small. Near \(\sigma^*\) the first correction is as large as the effect for ordinary Poisson ratios, and the harmonic limit \(B_{\rm app}\propto\sigma\) should not be used.

For a worked case take rough values typical of suspended graphene: \(\kappa=1.4\) eV, \(Y=340\) N/m, \(\nu=0.17\), lattice constant 0.246 nm and \(T=300\) K. Then \(B=340/(2\times0.83)=204.8\) N/m. With \(kT=25.85\) meV, the logarithm's coefficient is \(0.02585/(8\pi\times1.4)=7.35\times10^{-4}\), and \(\sigma^*=204.8\times7.35\times10^{-4}=0.15\) N/m. The cutoff is 21.9 nm\(^{-1}\), for which \(\kappa q_m^2=107.6\) N/m.

At \(\sigma=2\) N/m the hidden area is \(7.35\times10^{-4}\ln(1+107.6/2)=0.294\%\). The elastic strain is \(2/204.8=0.976\%\), so the classical projected strain is 0.682%. The two compliances are \(1/204.8=4.88\times10^{-3}\) m/N and \(7.35\times10^{-4}/2=3.7\times10^{-4}\) m/N. Their sum gives \(B_{\rm app}=190.5\) N/m, a loss of 7.0%. The anharmonic factor has \(\chi=0.094\) and raises the result to 191.7 N/m. With everything but the tension held fixed, the results are:

| Tension (N/m) | Hidden area (%) | \(B_{\rm app}\), harmonic (N/m) | \(B_{\rm app}\), with \(\chi\) (N/m) |
|---|---|---|---|
| 1 | 0.344 | 178.0 | 182.5 |
| 2 | 0.294 | 190.5 | 191.7 |
| 4 | 0.245 | 197.4 | 197.7 |

The last digits of the table belong to the formulas, not to graphene. Keeping the cutoff term in the bracket raises every stiffness by 0.2 to 0.3 N/m, as much as the whole \(\chi\) correction at 4 N/m. The next anharmonic order, estimated self-consistently, lowers the last entry at 1 N/m by about 1 N/m. A constant \(\kappa\) also makes short waves too stiff: it gives \(\hbar\omega\approx170\) meV at the cutoff, while the out-of-plane modes of graphene end near 110 meV. Honeycomb force-constant lattices scaled to the same \(\kappa\) give, at 2 N/m and depending on the force constants chosen, a hidden area of about 0.33 to 0.41% and a ripple compliance 4 to 19% larger, which lowers \(B_{\rm app}\) by roughly 0.5 to 2.5 N/m.

An experiment that fits a straight line through two points measures a secant. Between 1 and 4 N/m the lattice stretches by \(3/204.8=1.465\%\), and ripples release \(7.35\times10^{-4}\ln4=0.102\%\). The secant modulus is \(3/0.015666=191.5\) N/m. The explicit mode sum, which keeps the finite cutoff, gives 191.7 N/m. Both values are for harmonic ripples on a linear lattice. The \(\chi\) correction raises the secant to about 193 N/m, and the lattice softening discussed below then lowers it to about 183 N/m at a rate of 9 and about 180 N/m at a rate of 11.

Quantum statistics affect the hidden area and the stiffness very differently. For a mode of frequency \(\omega\), they replace \(kT\) by \((\hbar\omega/2)\coth(\hbar\omega/2kT)\), which is larger. At 2 N/m this raises the hidden area by a factor 1.35, to about 0.40%, and lowers the projected strain to about 0.58%. These figures depend on the short-wave dispersion; on the force-constant lattices the factor is 1.24 to 1.28 and the hidden area 0.42 to 0.51%. Either way the classical absolute strain is unreliable. The ripple compliance, however, rises by only 0.7%. To see why, let \(\rho\) be the mass per area, so that \(\omega^2=q^2(\kappa q^2+\sigma)/\rho\). When \(\hbar\omega\) is small compared with \(2kT\), the quantum expression is \(kT+(\hbar\omega)^2/(12kT)\). A mode's hidden area is this energy divided by \(2A(\kappa q^2+\sigma)\), so the second term adds \(\hbar^2q^2/(24A\rho kT)\), which does not depend on tension and leaves the compliance unchanged. Half of the compliance comes from waves longer than about \(2\pi\sqrt{\kappa/\sigma}=2.1\) nm, for which \(\hbar\omega\) is at most 4.5 meV and the expansion is accurate. It fails only for much shorter waves, which respond weakly to tension.

The other neglected effects at 2 N/m can be compared with the 7% softening. Higher slope terms alter the ripple compliance by a few times \(\alpha\): \(2\alpha=0.6\%\) of itself for area counted per projected area, and \(4\alpha=1.2\%\) when the strain is referred to the flat area \(A\). For a sheet 1 µm wide, \(\kappa(2\pi/L)^2\) is about \(9\times10^{-6}\) N/m, so its finite size is negligible here. Nonlinear lattice elasticity matters more. If the lattice loses stiffness at a rough fractional rate of 4 per unit linear strain, the loss is \(4\sigma/(2B)=2.0\%\). That rate is the uniaxial one for graphene. Under isotropic tension all bonds stretch together and the area modulus falls faster, at a rate of roughly 9 to 11; a rate of 9 gives a loss of 4.4%. This loss grows with tension, while the ripple loss falls.

With the rate of 4, adding the two small losses gives \(\sigma^*/\sigma+2\sigma/B\), which is least at \(\sigma=\sqrt{\sigma^*B/2}\), or about 3.9 N/m. With a rate of 9 the same argument gives \(\sqrt{2\sigma^*B/9}\), or about 2.6 N/m. Keeping \(\chi\) and the cutoff term, and adding the compliances in series, moves these peaks down to about 3.5 and 2.2 N/m. The apparent stiffness thus peaks at a few newtons per metre, at or below a tenth of a breaking tension of 40 N/m, itself a rough value. Near breaking, \(\sigma^*/\sigma\) is about 0.4%, so thermal ripples have little bearing on stiffness there, where linear elasticity is no longer adequate in any case.

The example describes a sheet under added load. A sheet held only by a small built-in tension may lie outside its range: at a few tenths of a newton per metre, \(\chi\) is already of order one half, and a theory beyond first order is needed. Real sheets also break the assumption of a flat rest state: they may carry static wrinkles, adsorbates, grain boundaries and uneven clamping. Static wrinkles hide area of their own. If they released a further 0.10% between 1 and 4 N/m, the secant modulus would drop from 191.5 to about 180 N/m. A low measured modulus therefore does not by itself identify thermal ripples. Within the model, and while \(\sigma^*\ll\sigma\ll\kappa q_m^2\) with lattice nonlinearity small or corrected for, their mark is an inverse stiffness linear in \(1/\sigma\), with slope \(kT/(8\pi\kappa)\) and intercept \(1/B\). The anharmonic term multiplies the local slope by \(1-2\chi\), so a line fitted between 1 and 4 N/m in the example has only about four fifths of this slope even for a linear lattice. If lattice softening is left uncorrected, the fraction falls to about one half at a rate of 4 and below one fifth at a rate of 9. The shape alone is not decisive either: static wrinkles whose spectrum falls as \(q^{-4}\) also add a compliance proportional to \(1/\sigma\), and only the size of the slope and its growth with temperature point to thermal ripples. The numerical output below lists the values used here.

## Computed results

```
temperature = 300 K, kT = 25.85 meV
bending rigidity (rough) = 1.40 eV
Young modulus (rough) = 340 N/m, Poisson ratio = 0.17
area modulus B = 204.8 N/m
lattice constant (rough) = 0.246 nm
cutoff wavenumber = 21.90 1/nm
kappa*cutoff^2 = 107.6 N/m
log coefficient kT/(8 pi kappa) = 7.347e-04
crossover tension s* = 0.1505 N/m
-- tension 1.0 N/m
hidden area = 0.3444 %
elastic areal strain s/B = 0.4882 %
projected areal strain e = 0.1438 %
tangent stiffness = 178.0 N/m
stiffness loss = 13.08 %
chi = 0.1874; stiffness with chi = 182.5 N/m
-- tension 2.0 N/m
hidden area = 0.2941 %
elastic areal strain s/B = 0.9765 %
projected areal strain e = 0.6823 %
tangent stiffness = 190.5 N/m
stiffness loss = 7.00 %
chi = 0.0937; stiffness with chi = 191.7 N/m
-- tension 4.0 N/m
hidden area = 0.2445 %
elastic areal strain s/B = 1.9529 %
projected areal strain e = 1.7084 %
tangent stiffness = 197.4 N/m
stiffness loss = 3.63 %
chi = 0.0468; stiffness with chi = 197.7 N/m
-- secant stiffness 1 to 4 N/m = 191.5 N/m
same from mode sum = 191.7 N/m
area released 1 to 4 N/m = 0.1019 %
-- neglected effects at 2.0 N/m
ripple wavelength 2 pi sqrt(kappa/s) = 2.10 nm
compliance share of longer waves = 0.509
mode energy at that wavelength = 4.51 meV
quantum/classical ripple compliance = 1.0072
quantum/classical hidden area = 1.3536
rms slope = 0.0767 rad
higher slope terms, 2*alpha = 0.59 %
sheet size = 1.0 um, kappa*(2pi/L)^2 = 8.86e-06 N/m
lattice softening coefficient (rough) = 4
lattice softening = 2.0 %
tension/strength (rough 40 N/m) = 0.050
-- tests (ratio to formula)
one-mode strain: 0.018333 vs 0.018333
higher slope terms = 1.003
sampled stretching energy = 0.994
log law of that energy = 0.990, 0.990
```
